# Vertical Implant Profile Beneath a Linear Mask Wedge: test program

```python
"""
Result under test: below a long linear mask wedge of slope angle alpha, whose
stopping equals that of silicon, a vertical implant has at fixed horizontal
position x a Gaussian profile in vertical depth z with
    variance = sp^2 + st^2 tan(alpha)^2,   centre = Rp - m(x).
Rp: mean projected range; sp: depth straggle; st: lateral straggle (one axis);
m(x): mask thickness; z: depth below the silicon surface, positive downwards.
The thin edge of the mask is at x = 0 and the mask lies at x < 0.
Lengths are in nm; profiles are per unit dose (1/nm) unless stated otherwise.
"""
import numpy as np
import sympy as sym
from scipy.constants import nano, centi
from scipy.integrate import trapezoid
from scipy.optimize import brentq
from scipy.stats import norm, pearson3, exponnorm

# Rough typical values for phosphorus near 100 keV, and chosen geometry
Rp, sp, st = 130.0, 50.0, 42.0
alpha_deg, mask_height, x_cut = 40.0, 500.0, -200.0
dose, background = 1e14, 1e17              # cm^-2, cm^-3
cm_per_nm = nano / centi
alpha = np.radians(alpha_deg)
slope = np.tan(alpha)
wedge_length = mask_height / slope


def gauss(y, sd):
    return np.exp(-0.5 * (y / sd) ** 2) / (np.sqrt(2 * np.pi) * sd)


def finite_mask(x):
    return np.clip(-x * slope, 0.0, mask_height)


def endless_mask(x):
    return -x * slope


def depth_gauss(R):
    return gauss(R - Rp, sp)


def profile(x, z, mask, depth_pdf=depth_gauss, lateral=st):
    """Sum over entry points; lateral is a number or a function of R."""
    z = np.atleast_1d(np.asarray(z, float))
    x = np.broadcast_to(np.asarray(x, float), z.shape)
    widest = st if callable(lateral) else max(lateral, 1.0)
    offset = np.linspace(-9, 9, 1201) * widest
    R = z[:, None] + mask(x[:, None] + offset[None, :])
    sd = lateral(R) if callable(lateral) else lateral
    return trapezoid(depth_pdf(R) * gauss(offset[None, :], sd), offset, axis=1)


def moments(z, density):
    area = trapezoid(density, z)
    mean = trapezoid(z * density, z) / area
    central = [trapezoid((z - mean) ** k * density, z) / area for k in (2, 3, 4)]
    return area, mean, central[0], central[1], central[2]


# Derived formulas for the example
sigma = np.sqrt(sp**2 + st**2 * slope**2)
thickness = -x_cut * slope
centre = Rp - thickness
z_grid = centre + np.linspace(-9, 9, 901) * sigma

# Finite mask, direct integral against the Gaussian
direct = profile(x_cut, z_grid, finite_mask)
area, mean, var, third, fourth = moments(z_grid, direct)
assert abs(area - 1) < 1e-6
assert abs(mean - centre) < 1e-3
assert abs(var / sigma**2 - 1) < 1e-4
assert abs(third / sigma**3) < 1e-3
assert abs(fourth / sigma**4 - 3) < 1e-3
assert np.max(np.abs(direct - gauss(z_grid - centre, sigma))) < 1e-7


# End-error bound, including places where the wedge is not long
def end_bound(x):
    ends = norm.sf(-x / st) + norm.sf((wedge_length + x) / st)
    return ends / (np.sqrt(2 * np.pi) * sp)


for x in (x_cut, -100.0, -40.0, 0.0):
    z = Rp + x * slope + np.linspace(-9, 9, 901) * sigma
    error = np.abs(profile(x, z, finite_mask) - gauss(z - Rp - x * slope, sigma))
    assert error.max() <= end_bound(x) + 1e-11
z_edge = Rp + np.linspace(-9, 9, 901) * sigma
edge_area, _, edge_var, _, _ = moments(z_edge, profile(0.0, z_edge, finite_mask))
edge_formula = sp**2 + st**2 * slope**2 * (0.5 - 0.5 / np.pi)
assert abs(edge_area - 1) < 1e-6
assert abs(edge_var / edge_formula - 1) < 1e-4
assert abs(edge_var / sigma**2 - 1) > 0.1

# Other angles and lateral straggles
angle_rows = []
for degrees in (0.0, 20.0, 40.0, 60.0):
    t = np.tan(np.radians(degrees))
    for lateral in (15.0, st, 70.0):
        s = np.sqrt(sp**2 + lateral**2 * t**2)
        z = Rp + np.linspace(-9, 9, 901) * s
        density = profile(0.0, z, lambda x: -x * t, lateral=lateral)
        measured = moments(z, density)[2]
        assert abs(measured / s**2 - 1) < 1e-6
        if lateral == st:
            outside = trapezoid(profile(0.0, np.linspace(-9 * s, 0, 1001),
                                        lambda x: -x * t),
                                np.linspace(-9 * s, 0, 1001))
            assert abs(outside - norm.sf(Rp / s)) < 1e-5
            angle_rows.append((degrees, np.sqrt(measured), outside))

# Individual ions with random entry points and random stopping positions
rng = np.random.default_rng(12)
n_ions = 4_000_000
entry = rng.uniform(-700.0, 200.0, n_ions)
stop_x = entry + rng.normal(0, st, n_ions)
stop_z = -finite_mask(entry) + rng.normal(Rp, sp, n_ions)
chosen = stop_z[np.abs(stop_x - x_cut) < 3.0]
ion_sd = chosen.std()
# Four standard errors of a sampled mean and of a sampled variance
assert abs(chosen.mean() - centre) < 4 * sigma / np.sqrt(chosen.size)
assert abs(ion_sd**2 / sigma**2 - 1) < 4 * np.sqrt(2 / chosen.size) + 1e-3

# Profile along the surface normal
s_grid = Rp * np.cos(alpha) + np.linspace(-9, 9, 901) * sigma * np.cos(alpha)
normal_cut = profile(x_cut - s_grid * np.sin(alpha),
                     -thickness + s_grid * np.cos(alpha), endless_mask)
n_area, n_mean, n_var, _, _ = moments(s_grid, normal_cut)
assert abs(n_area - np.cos(alpha)) < 1e-6
assert abs(n_mean - Rp * np.cos(alpha)) < 1e-4
assert abs(n_var / ((sp * np.cos(alpha))**2 + (st * np.sin(alpha))**2) - 1) < 1e-6

# Dose that reaches silicon
z_si = np.linspace(0, centre + 9 * sigma, 2001)
fraction_si = trapezoid(profile(x_cut, z_si, finite_mask), z_si)
assert abs(fraction_si - norm.sf(-centre / sigma)) < 1e-5
fraction_naive = norm.sf(-centre / sp)


# Junction depth from the direct integral
def junction(x=x_cut, mask=finite_mask, depth_pdf=depth_gauss, lateral=st):
    def excess(z):
        density = profile(x, z, mask, depth_pdf, lateral)[0]
        return dose * density / cm_per_nm - background
    return brentq(excess, Rp + x * slope, 1200.0, xtol=1e-8)


peak = dose / (np.sqrt(2 * np.pi) * sigma * cm_per_nm)
peak_naive = dose / (np.sqrt(2 * np.pi) * sp * cm_per_nm)
zj_formula = centre + sigma * np.sqrt(2 * np.log(peak / background))
zj_naive = centre + sp * np.sqrt(2 * np.log(peak_naive / background))
zj = junction()
assert abs(zj - zj_formula) < 0.01
x_second = -260.0
zj_second = junction(x=x_second)
junction_slope = (zj - zj_second) / (x_cut - x_second)
assert abs(junction_slope - slope) < 1e-3

# Skewed depth response: same variance law, diluted skewness
skew = 0.3


def skewed(sign):
    return lambda R: pearson3.pdf(R, sign * skew, loc=Rp, scale=sp)


_, _, v_skew, third_skew, _ = moments(
    z_grid, profile(x_cut, z_grid, endless_mask, skewed(1)))
out_skew = third_skew / v_skew**1.5
assert abs(v_skew / sigma**2 - 1) < 1e-4
assert abs(out_skew - skew * sp**3 / sigma**3) < 1e-3
shift_skew = [junction(depth_pdf=skewed(s)) - zj for s in (1, -1)]

# Lateral variance that changes linearly with depth
c_depth = 0.15


def varying(sign):
    return lambda R: st * np.sqrt(
        np.maximum(1 + sign * c_depth * (R - Rp) / sp, 0.05))


_, _, v_dep, third_dep, _ = moments(
    z_grid, profile(x_cut, z_grid, endless_mask, lateral=varying(1)))
assert abs(v_dep / sigma**2 - 1) < 1e-4
assert abs(third_dep / (3 * c_depth * sp * st**2 * slope**2) - 1) < 1e-3
shift_dep = [junction(lateral=varying(s)) - zj for s in (1, -1)]

# Mask with 10 percent weaker stopping, as an equivalent thinner mask
mismatch = 0.10
shift_mask = junction(mask=lambda x: (1 - mismatch) * finite_mask(x)) - zj

# Small channelled fraction with an exponential tail
tail_fraction, tail_length = 0.03, 100.0


def channelled(R):
    tail = exponnorm.pdf(R, tail_length / sp, loc=Rp, scale=sp)
    return (1 - tail_fraction) * depth_gauss(R) + tail_fraction * tail


shift_channel = junction(depth_pdf=channelled) - zj

# Diffusion of the inclined ridge: substitution in the diffusion equation
X, Z = sym.symbols("X Z", real=True)
T, S0, Dd, k = sym.symbols("T S0 Dd k", positive=True)
S = S0 + 2 * Dd * T * (1 + k**2)
ridge = sym.exp(-(Z - k * X)**2 / (2 * S)) / sym.sqrt(2 * sym.pi * S)
residual = sym.diff(ridge, T) - Dd * (sym.diff(ridge, X, 2) + sym.diff(ridge, Z, 2))
assert sym.simplify(residual / ridge) == 0

diffusivity, anneal_time, enhancement = 1e-14, 10.0, 30.0   # cm^2/s, s, ratio
diffusion_rows = []
for factor in (1.0, enhancement):
    two_dt = 2 * factor * diffusivity * anneal_time / cm_per_nm**2
    width = np.sqrt(sigma**2 + two_dt / np.cos(alpha)**2)
    # Direct integral with the isotropic spread added to both straggles
    sp_new, st_new = np.sqrt(sp**2 + two_dt), np.sqrt(st**2 + two_dt)
    z = centre + np.linspace(-9, 9, 901) * width
    spread = profile(x_cut, z, endless_mask,
                     lambda R: gauss(R - Rp, sp_new), st_new)
    assert abs(moments(z, spread)[2] / width**2 - 1) < 1e-6
    moved = junction(mask=endless_mask,
                     depth_pdf=lambda R: gauss(R - Rp, sp_new), lateral=st_new)
    diffusion_rows.append((factor, np.sqrt(two_dt), width, moved - zj))

print(f"Rp, sp, st = {Rp:.0f}, {sp:.0f}, {st:.0f} nm")
print(f"alpha = {alpha_deg:.0f} deg, tan(alpha) = {slope:.4f}")
print(f"mask height = {mask_height:.0f} nm, wedge length = {wedge_length:.1f} nm")
print(f"dose = {dose:.1e} cm^-2, background = {background:.1e} cm^-3")
print(f"cut at x = {x_cut:.0f} nm, mask thickness there = {thickness:.2f} nm")
print(f"st tan(alpha) = {st * slope:.2f} nm")
print(f"variance: formula {sigma**2:.1f}, direct integral {var:.1f} nm^2")
print(f"sigma: formula {sigma:.2f}, direct integral {np.sqrt(var):.2f} nm")
print(f"sampled ions near cut = {chosen.size}, their sigma = {ion_sd:.2f} nm")
print(f"profile centre z = {centre:.2f} nm")
print(f"kurtosis of direct profile = {fourth / var**2:.4f}")
print(f"sigma along surface normal = {np.sqrt(n_var):.2f} nm")
print(f"sigma at thin edge x = 0: {np.sqrt(edge_var):.2f} nm")
print(f"end-error bound / peak at cut = "
      f"{end_bound(x_cut) * np.sqrt(2 * np.pi) * sigma:.1e}")
print(f"peak: with st {peak:.3e}, without st {peak_naive:.3e} cm^-3")
print(f"dose fraction in Si: with st {fraction_si:.4f}, without {fraction_naive:.4f}")
print(f"dose in Si: with st {dose * fraction_si:.3e}, "
      f"without {dose * fraction_naive:.3e} cm^-2")
print(f"junction depth: formula {zj_formula:.2f}, direct {zj:.2f} nm")
print(f"junction depth without st = {zj_naive:.2f} nm")
print(f"junction depth at x = {x_second:.0f} nm: {zj_second:.2f} nm")
print(f"junction slope dz/dx = {junction_slope:.4f}")
for degrees, width, outside in angle_rows:
    print(f"angle {degrees:.0f} deg: sigma {width:.2f} nm, "
          f"fraction outside solid {outside:.4f}")
print("Junction shifts from neglected effects (assumed sizes):")
print(f"depth skewness +{skew}, -{skew}: {shift_skew[0]:+.2f}, {shift_skew[1]:+.2f} nm")
print(f"skewness left in profile for +{skew}: {out_skew:.3f}")
print(f"lateral variance slope c = +{c_depth}, -{c_depth}: "
      f"{shift_dep[0]:+.2f}, {shift_dep[1]:+.2f} nm")
print(f"mask stopping weaker by {100 * mismatch:.0f} %: {shift_mask:+.2f} nm")
print(f"channelled fraction {tail_fraction}, tail length {tail_length:.0f} nm: "
      f"{shift_channel:+.2f} nm")
print(f"anneal: diffusivity {diffusivity:.0e} cm^2/s, time {anneal_time:.0f} s")
for factor, length, width, shift in diffusion_rows:
    print(f"enhancement {factor:.0f}: sqrt(2Dt) {length:.2f} nm, "
          f"sigma {width:.2f} nm, shift {shift:+.2f} nm")
print("OK")
```

Output:

```
Rp, sp, st = 130, 50, 42 nm
alpha = 40 deg, tan(alpha) = 0.8391
mask height = 500 nm, wedge length = 595.9 nm
dose = 1.0e+14 cm^-2, background = 1.0e+17 cm^-3
cut at x = -200 nm, mask thickness there = 167.82 nm
st tan(alpha) = 35.24 nm
variance: formula 3742.0, direct integral 3742.0 nm^2
sigma: formula 61.17, direct integral 61.17 nm
sampled ions near cut = 26536, their sigma = 61.52 nm
profile centre z = -37.82 nm
kurtosis of direct profile = 3.0000
sigma along surface normal = 46.86 nm
sigma at thin edge x = 0: 54.07 nm
end-error bound / peak at cut = 1.2e-06
peak: with st 6.522e+18, without st 7.979e+18 cm^-3
dose fraction in Si: with st 0.2682, without 0.2247
dose in Si: with st 2.682e+13, without 2.247e+13 cm^-2
junction depth: formula 139.00, direct 139.00 nm
junction depth without st = 110.16 nm
junction depth at x = -260 nm: 88.66 nm
junction slope dz/dx = 0.8391
angle 0 deg: sigma 50.00 nm, fraction outside solid 0.0047
angle 20 deg: sigma 52.28 nm, fraction outside solid 0.0065
angle 40 deg: sigma 61.17 nm, fraction outside solid 0.0168
angle 60 deg: sigma 88.27 nm, fraction outside solid 0.0704
Junction shifts from neglected effects (assumed sizes):
depth skewness +0.3, -0.3: +9.00, -8.71 nm
skewness left in profile for +0.3: 0.164
lateral variance slope c = +0.15, -0.15: +6.27, -7.17 nm
mask stopping weaker by 10 %: +11.78 nm
channelled fraction 0.03, tail length 100 nm: +14.71 nm
anneal: diffusivity 1e-14 cm^2/s, time 10 s
enhancement 1: sqrt(2Dt) 4.47 nm, sigma 61.45 nm, shift +0.71 nm
enhancement 30: sqrt(2Dt) 24.49 nm, sigma 69.03 nm, shift +19.79 nm
OK
```
